# Orbital dependence of DOCI and pair coupled cluster for two distant H2: a program that tests the result

```python
"""Orbital dependence of DOCI and pair coupled cluster (pCCD) for two distant H2.

Result under test: CCD is invariant to occupied-occupied and virtual-virtual
rotations, whereas DOCI and pCCD are not. With orbitals localised on the
molecules both give 2 E(H2); with orbitals spread over both molecules they fail.

g, u        bonding and antibonding orbital of one H2 (minimal basis)
theta, phi  rotation angles of the pairs (gA, gB) and (uA, uB); 0 = localised
Delta       energy of u^2 minus energy of g^2 in one H2
K           exchange integral (gu|gu); J_gg, J_uu, J_gu are Coulomb integrals
v           e^2/(4 pi eps0 R), R = distance between the molecules
G           2 J_gu - K - 2 v, mean cost of the forced charge transfer
x           cos(2 theta) cos(2 phi)
All energies are in eV; correlation energies are relative to Hartree-Fock.
"""
from itertools import combinations
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import minimize, root
from pyscf import gto, scf

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0]
KJMOL = const.e * const.N_A / 1000.0
QUARTER = np.pi / 4


def replacement_operators(norb, nel):
    """Spin-resolved a+_p a_q matrices and the spin-summed one/two-body ones."""
    strings = list(combinations(range(norb), nel))
    n = len(strings)
    e = np.zeros((norb, norb, n, n))
    for col, occ in enumerate(strings):
        for q in occ:
            rest = [o for o in occ if o != q]
            for p in range(norb):
                if p not in rest:
                    new = sorted(rest + [p])
                    sign = (-1) ** (occ.index(q) + new.index(p))
                    e[p, q, strings.index(tuple(new)), col] = sign
    one = np.eye(n)
    up = np.array([[np.kron(e[p, q], one) for q in range(norb)]
                   for p in range(norb)])
    down = np.array([[np.kron(one, e[p, q]) for q in range(norb)]
                     for p in range(norb)])
    single = up + down
    double = np.einsum("pqij,rsjk->pqrsik", single, single, optimize=True)
    for p in range(norb):
        for q in range(norb):
            for s in range(norb):
                double[p, q, q, s] -= single[p, s]
    return up, down, single, double


OPS = {2: replacement_operators(2, 1), 4: replacement_operators(4, 2)}


def transform(ints, U):
    h, eri, enuc = ints
    n = U.shape[1]
    UU = np.kron(U, U)
    new = UU.T @ eri.reshape(U.shape[0] ** 2, -1) @ UU
    return U.T @ h @ U, new.reshape(n, n, n, n), enuc


def hamiltonian(ints):
    h, eri, enuc = ints
    single, double = OPS[len(h)][2:]
    dim = single.shape[-1]
    H = h.ravel() @ single.reshape(h.size, -1)
    H = H + 0.5 * eri.ravel() @ double.reshape(eri.size, -1)
    return H.reshape(dim, dim) + enuc * np.eye(dim)


def pair_indices(H):
    n = int(round(np.sqrt(len(H))))
    return np.arange(n) * (n + 1)


def doci(H):
    idx = pair_indices(H)
    return np.linalg.eigvalsh(H[np.ix_(idx, idx)])[0]


def make_molecule(bond, distance=None):
    """bond and distance in metres; parallel molecules."""
    b = bond / BOHR
    atoms = [("H", (0, 0, -b / 2)), ("H", (0, 0, b / 2))]
    if distance is not None:
        r = distance / BOHR
        atoms += [("H", (r, 0, -b / 2)), ("H", (r, 0, b / 2))]
    return gto.M(atom=atoms, basis="sto-3g", unit="Bohr", verbose=0)


def integrals(mol, C):
    ao = (mol.intor("int1e_kin") + mol.intor("int1e_nuc"),
          mol.intor("int2e"), mol.energy_nuc())
    return tuple(HARTREE * part for part in transform(ao, C))


def fragment_orbitals(mol):
    s = mol.intor("int1e_ovlp")[0, 1]
    return np.array([[1, 1], [1, -1]]) / np.sqrt([2 * (1 + s), 2 * (1 - s)])


def system(bond, distance):
    mono = make_molecule(bond)
    c = fragment_orbitals(mono)
    C = np.zeros((4, 4))                  # column order gA, gB, uA, uB
    C[:2, [0, 2]] = c
    C[2:, [1, 3]] = c
    return integrals(mono, c), integrals(make_molecule(bond, distance), C)


def rotation(theta, phi):
    U = np.zeros((4, 4))
    for k, a in ((0, theta), (2, phi)):
        U[k:k + 2, k:k + 2] = [[np.cos(a), -np.sin(a)], [np.sin(a), np.cos(a)]]
    return U


def parameters(mono, distance):
    h, eri, _ = mono
    jgg, juu, jgu = eri[0, 0, 0, 0], eri[1, 1, 1, 1], eri[0, 0, 1, 1]
    K = eri[0, 1, 0, 1]
    v = const.e / (4 * np.pi * const.epsilon_0 * distance)
    delta = 2 * (h[1, 1] - h[0, 0]) + juu - jgg
    return delta, K, 2 * jgu - K - 2 * v, jgg, juu, jgu, v


def model_doci(par, theta, phi):
    delta, K, G, jgg, juu, _, v = par
    x = np.cos(2 * theta) * np.cos(2 * phi)
    A = (jgg - v) * np.sin(2 * theta)**2 + (juu - v) * np.sin(2 * phi)**2
    M = np.array([[0, K, K * x, 0],
                  [K, delta + G, -G * x, K],
                  [K * x, -G * x, delta + G - A, K * x],
                  [0, K, K * x, 2 * delta]])
    return np.linalg.eigvalsh(M)[0]


def excitations(pairs_only):
    up, down = OPS[4][:2]
    if pairs_only:
        return np.array([up[a, i] @ down[a, i] for i in (0, 1) for a in (2, 3)])
    ops = [up[a, i] @ down[b, j] for i in (0, 1) for j in (0, 1)
           for a in (2, 3) for b in (2, 3)]
    ops += [s[2, 0] @ s[3, 1] for s in (up, down)]
    return np.array(ops)


def coupled_cluster(H, X):
    """Solve the projected equations; exp(T) ends at T^2 for four electrons."""
    one = np.eye(len(H))

    def transformed(t):
        T = np.tensordot(t, X, 1)
        T2 = T @ T / 2
        return (one - T + T2) @ (H @ (one + T + T2)[:, 0])

    def residual(t):
        return X[:, :, 0] @ transformed(t)
    sol = root(residual, np.zeros(len(X)), tol=1e-12)
    assert np.max(np.abs(residual(sol.x))) < 1e-7
    return transformed(sol.x)[0]


PAIRS, DOUBLES = excitations(True), excitations(False)
bond, far = 74e-12, 100e-9
mono, dimer = system(bond, far)
par = parameters(mono, far)
delta, K, G, jgg, juu, jgu, v = par
Hm = hamiltonian(mono)
e_hf, e_fci = Hm[0, 0], np.linalg.eigvalsh(Hm)[0]
ec_mono = delta / 2 - np.sqrt(delta**2 / 4 + K**2)
mf1 = scf.RHF(make_molecule(bond)).run(conv_tol=1e-12)
assert abs(mf1.e_tot * HARTREE - e_hf) < 1e-6
assert abs(doci(Hm) - e_fci) < 1e-8
assert abs(e_fci - e_hf - ec_mono) < 1e-8

# Localised and delocalised results, each from the determinant Hamiltonian
results = {}
for name, angle in (("localised", 0.0), ("delocalised", QUARTER)):
    H = hamiltonian(transform(dimer, rotation(angle, angle)))
    assert abs(H[0, 0] - 2 * e_hf) < 1e-6
    assert abs(np.linalg.eigvalsh(H)[0] - 2 * e_fci) < 1e-6
    results[name] = np.array([doci(H), coupled_cluster(H, PAIRS),
                              coupled_cluster(H, DOUBLES)]) - 2 * e_hf
loc, deloc = results["localised"], results["delocalised"]
gap_s = delta + G
assert np.max(np.abs(loc - 2 * ec_mono)) < 1e-6
assert abs(deloc[2] - loc[2]) < 1e-6
assert abs(deloc[1] - (gap_s - np.sqrt(gap_s**2 + 2 * K**2))) < 1e-6
assert min(deloc[:2] - loc[:2]) > 0.1

# DOCI matrix formula at general angles, also where the ion-pair term matters
near = 5e-9
mono_n, dimer_n = system(bond, near)
par_n = parameters(mono_n, near)
rng = np.random.default_rng(4)
for ints, p, tol in ((dimer, par, 1e-6), (dimer_n, par_n, 2e-5)):
    for th, ph in list(rng.uniform(0, np.pi, (6, 2))) + [(QUARTER, QUARTER)]:
        value = doci(hamiltonian(transform(ints, rotation(th, ph)))) - 2 * e_hf
        assert abs(value - model_doci(p, th, ph)) < tol
near_deloc = doci(hamiltonian(transform(dimer_n, rotation(QUARTER, QUARTER))))
near_deloc -= 2 * e_hf
assert abs(near_deloc - deloc[0]) > 1e-3

# Part of the full-CI state lost from the seniority-zero space
vec_m = np.linalg.eigh(Hm)[1][:, 0]
c2, s2 = vec_m[0]**2, vec_m[3]**2


def lost_weight(theta, phi):
    H = hamiltonian(transform(dimer, rotation(theta, phi)))
    vec = np.linalg.eigh(H)[1][:, 0]
    return 1 - np.sum(vec[pair_indices(H)]**2)


for th, ph in rng.uniform(0, np.pi, (5, 2)):
    x = np.cos(2 * th) * np.cos(2 * ph)
    assert abs(lost_weight(th, ph) - c2 * s2 * (1 - x**2)) < 1e-7
lost = lost_weight(QUARTER, QUARTER)

# Charge fluctuation on molecule A in the DOCI states
fluct, weight_s = {}, 0.0
for name, angle in (("localised", 0.0), ("delocalised", QUARTER)):
    U = rotation(angle, angle)
    H = hamiltonian(transform(dimer, U))
    idx = pair_indices(H)
    vec = np.zeros(len(H))
    vec[idx] = np.linalg.eigh(H[np.ix_(idx, idx)])[1][:, 0]
    NA = np.tensordot(U.T @ np.diag([1, 0, 1, 0]) @ U, OPS[4][2], 2)
    shifted = NA @ vec - 2 * vec
    fluct[name] = shifted @ shifted
    if name == "delocalised":
        S = PAIRS[:, :, 0].sum(axis=0) / 2
        weight_s = (S @ vec)**2
assert fluct["localised"] < 1e-10
assert abs(fluct["delocalised"] - 2 * weight_s) < 1e-8 and weight_s > 1e-4

# Occupied rotation only: virtuals localised, then virtuals delocalised
scan = []
for deg in (0, 15, 30, 45):
    H = hamiltonian(transform(dimer, rotation(np.radians(deg), 0)))
    scan.append((deg, *(np.array([doci(H), coupled_cluster(H, PAIRS),
                                 coupled_cluster(H, DOUBLES)]) - 2 * e_hf)))
    H = hamiltonian(transform(dimer, rotation(np.radians(deg), QUARTER)))
    assert abs(doci(H) - 2 * e_hf - deloc[0]) < 1e-6
    assert abs(coupled_cluster(H, PAIRS) - 2 * e_hf - deloc[1]) < 1e-6
assert np.ptp([row[3] for row in scan]) < 1e-6
assert all(np.diff([row[1] for row in scan]) > 1e-3)
assert abs(scan[-1][1] - deloc[0]) < 1e-6

# Stationarity of the delocalised set and optimisation from displaced starts
U_deloc = rotation(QUARTER, QUARTER)
upper = np.triu_indices(4, 1)


def energy_of_rotation(k):
    A = np.zeros((4, 4))
    A[upper] = k
    return doci(hamiltonian(transform(dimer, U_deloc @ expm(A - A.T)))) - 2 * e_hf


step = 1e-3
gradient = [(energy_of_rotation(step * d) - energy_of_rotation(-step * d))
            / (2 * step) for d in np.eye(6)]
assert np.max(np.abs(gradient)) < 1e-6
drops = []
for deg in (2, 4):
    a = QUARTER - np.radians(deg)
    drops.append(deloc[0] + 2 * e_hf
                 - doci(hamiltonian(transform(dimer, rotation(a, a)))))
quartic_ratio = drops[1] / drops[0]
assert drops[0] > 0 and 15 < quartic_ratio < 17
starts = 10
optimised = np.array([minimize(energy_of_rotation, rng.normal(0, 0.3, 6),
                               method="BFGS", options={"gtol": 1e-5,
                                                       "maxiter": 120}).fun
                      for _ in range(starts)])
assert np.all(optimised > 2 * ec_mono - 1e-6)
assert abs(optimised.min() - 2 * ec_mono) < 1e-5
reached = int(np.sum(np.abs(optimised - 2 * ec_mono) < 1e-4))

# Fragment-localised but unoptimised: mix g and u by 10 degrees per molecule
a = np.radians(10)
u2 = np.array([[np.cos(a), -np.sin(a)], [np.sin(a), np.cos(a)]])
mixed_mono = doci(hamiltonian(transform(mono, u2)))
mixed_dimer = doci(hamiltonian(transform(dimer, np.kron(u2, np.eye(2)))))
assert abs(mixed_dimer - 2 * mixed_mono) < 1e-6
assert mixed_mono > e_fci + 1e-3

# Longer bonds
bond_rows = []
for b in (74e-12, 100e-12, 150e-12):
    m, d = system(b, far)
    hm = hamiltonian(m)
    exact = 2 * np.linalg.eigvalsh(hm)[0]
    assert abs(doci(hamiltonian(d)) - exact) < 1e-6
    spread = doci(hamiltonian(transform(d, U_deloc)))
    model = model_doci(parameters(m, far), QUARTER, QUARTER)
    assert abs(spread - 2 * hm[0, 0] - model) < 1e-6
    bond_rows.append((b * 1e12, spread - exact))
assert all(np.diff([row[1] for row in bond_rows]) > 0)

# Actual canonical Hartree-Fock orbitals at a moderate distance
mid = 0.4e-9
mol = make_molecule(bond, mid)
mf = scf.RHF(mol).run(conv_tol=1e-13)
C = mf.mo_coeff
pop = np.sum((C * (mol.intor("int1e_ovlp") @ C))[:2], axis=0)
assert np.max(np.abs(pop - 0.5)) < 1e-3
canonical = integrals(mol, C)
Hc = hamiltonian(canonical)
fci_mid = np.linalg.eigvalsh(Hc)[0]
err_can = doci(Hc) - fci_mid
err_loc = doci(hamiltonian(transform(canonical, U_deloc))) - fci_mid
assert -1e-8 < err_loc < 0.05 * err_can

print(f"H2 bond length: {bond * 1e12:.0f} pm; distance R: {far * 1e9:.0f} nm")
print(f"h_g, h_u: {mono[0][0, 0]:.4f}, {mono[0][1, 1]:.4f} eV")
print(f"J_gg, J_uu, J_gu: {jgg:.4f}, {juu:.4f}, {jgu:.4f} eV")
print(f"K: {K:.4f} eV; Delta: {delta:.4f} eV")
print(f"v: {v:.4f} eV; G: {G:.4f} eV; Delta + G: {gap_s:.4f} eV")
print(f"One H2, Hartree-Fock energy: {e_hf:.5f} eV")
print(f"One H2, full-CI energy: {e_fci:.5f} eV")
print(f"One H2, correlation energy: {ec_mono:.5f} eV")
print(f"One H2, weights of g^2 and u^2: {c2:.6f}, {s2:.6f}")
print(f"Twice the H2 correlation energy: {2 * ec_mono:.5f} eV")
print("Dimer correlation energies (eV): DOCI, pCCD, CCD")
print("  localised:   " + ", ".join(f"{e:.5f}" for e in loc))
print("  delocalised: " + ", ".join(f"{e:.5f}" for e in deloc))
for name, k in (("DOCI", 0), ("pCCD", 1)):
    err = deloc[k] - 2 * ec_mono
    print(f"Delocalised {name} error: {err:.5f} eV = {err * KJMOL:.2f} kJ/mol")
    print(f"  correlation recovered: {100 * deloc[k] / (2 * ec_mono):.2f} %")
print("Occupied rotation, virtuals localised: DOCI, pCCD, CCD (eV)")
for deg, d, p, c in scan:
    print(f"  theta = {deg:2d} deg: {d:.5f}, {p:.5f}, {c:.5f}")
print(f"Delocalised DOCI at R = {near * 1e9:.0f} nm: {near_deloc:.5f} eV")
print(f"Full-CI weight lost, delocalised orbitals: {lost:.6f}")
print(f"Weight of S in delocalised DOCI: {weight_s:.6f}")
print(f"Charge variance on A, delocalised DOCI: {fluct['delocalised']:.6f} e^2")
print(f"Largest orbital gradient there: {np.max(np.abs(gradient)):.1e} eV/rad")
print(f"Energy drop for 2 and 4 deg: {drops[0]:.3e}, {drops[1]:.3e} eV")
print(f"Ratio of the drops: {quartic_ratio:.2f}")
print(f"Best optimised DOCI correlation energy: {optimised.min():.5f} eV")
print(f"Displaced starts reaching the minimum: {reached} of {starts}")
print("Fragment orbitals with g and u mixed by 10 deg, DOCI:")
print(f"  one H2: {mixed_mono:.5f} eV; dimer: {mixed_dimer:.5f} eV")
print(f"  error per H2 against full CI: {mixed_mono - e_fci:.5f} eV")
print("Delocalised DOCI error at longer bonds:")
for b, err in bond_rows:
    print(f"  bond {b:.0f} pm: {err:.4f} eV")
print(f"Canonical orbitals at R = {mid * 1e9:.1f} nm, populations on A:")
print("  " + ", ".join(f"{p:.4f}" for p in pop))
print(f"  DOCI error, canonical: {err_can:.5f} eV")
print(f"  DOCI error, localised: {err_loc:.6f} eV")
print("all assertions hold")
```

Running it gives:

```
H2 bond length: 74 pm; distance R: 100 nm
h_g, h_u: -34.1043, -12.9273 eV
J_gg, J_uu, J_gu: 18.3610, 18.9841, 18.0605 eV
K: 4.9310 eV; Delta: 42.9770 eV
v: 0.0144 eV; G: 31.1612 eV; Delta + G: 74.1383 eV
One H2, Hartree-Fock energy: -30.38857 eV
One H2, full-CI energy: -30.94707 eV
One H2, correlation energy: -0.55850 eV
One H2, weights of g^2 and u^2: 0.987334, 0.012666
Twice the H2 correlation energy: -1.11700 eV
Dimer correlation energies (eV): DOCI, pCCD, CCD
  localised:   -1.11700, -1.11700, -1.11700
  delocalised: -0.32776, -0.32724, -1.11700
Delocalised DOCI error: 0.78924 eV = 76.15 kJ/mol
  correlation recovered: 29.34 %
Delocalised pCCD error: 0.78976 eV = 76.20 kJ/mol
  correlation recovered: 29.30 %
Occupied rotation, virtuals localised: DOCI, pCCD, CCD (eV)
  theta =  0 deg: -1.11700, -1.11700, -1.11700
  theta = 15 deg: -0.93457, -0.93415, -1.11700
  theta = 30 deg: -0.54067, -0.54000, -1.11700
  theta = 45 deg: -0.32776, -0.32724, -1.11700
Delocalised DOCI at R = 5 nm: -0.33018 eV
Full-CI weight lost, delocalised orbitals: 0.012506
Weight of S in delocalised DOCI: 0.004399
Charge variance on A, delocalised DOCI: 0.008797 e^2
Largest orbital gradient there: 1.1e-11 eV/rad
Energy drop for 2 and 4 deg: 3.113e-05, 4.862e-04 eV
Ratio of the drops: 15.62
Best optimised DOCI correlation energy: -1.11700 eV
Displaced starts reaching the minimum: 10 of 10
Fragment orbitals with g and u mixed by 10 deg, DOCI:
  one H2: -29.02333 eV; dimer: -58.04665 eV
  error per H2 against full CI: 1.92374 eV
Delocalised DOCI error at longer bonds:
  bond 74 pm: 0.7892 eV
  bond 100 pm: 1.4091 eV
  bond 150 pm: 3.7212 eV
Canonical orbitals at R = 0.4 nm, populations on A:
  0.5000, 0.5000, 0.5000, 0.5000
  DOCI error, canonical: 0.75497 eV
  DOCI error, localised: 0.000134 eV
all assertions hold
```
